Why Porosity Costs a Dielectric More Stiffness Than Permittivity

**Q.** I add pores to an interconnect dielectric to lower its permittivity, and its modulus falls much faster. What should I compare with what?

**A.** Compare fractional losses at the same porosity p. Let the solid fill a fraction ρ = 1 − p of the film and the pores be empty. The solid has relative permittivity ε_s, susceptibility χ_s = ε_s − 1 and Young's modulus E_s; the film has ε, χ = ε − 1 and E. Two simple rules are

χ ≈ ρ χ_s, so ε ≈ 1 + ρ χ_s

E ≈ ρ² E_s.

The second is meant for open cells whose struts bend. Both concern linear response: a lower modulus means a less stiff film, and says nothing yet about fracture strength.

For ε_s = 3.0, E_s = 16 GPa and p = 0.30,

ε ≈ 1 + 0.70 × 2.0 = 2.40

E ≈ 0.70² × 16 GPa = 7.84 GPa.

Permittivity has lost 20 %, susceptibility 30 % and stiffness 51 %.

**Q.** Both properties come from the same solid. Why should one lose more than the other?

**A.** Ask how much of the applied field, or of the film's strain, reaches the solid. Only the solid polarizes, so averaging the polarization over the film gives

χ = ρ χ_s f, f = (mean field in the solid)/(applied field).

Now pull the film along z with its sides free. The pores carry no stress, so the film stress is ρ times the mean stress in the solid. The mean transverse stresses in the solid vanish, so Hooke's law there reads ⟨σ_zz⟩ = E_s⟨e_zz⟩, with e_zz the axial strain. Hence

E = ρ E_s g, g = (mean axial strain in the solid)/(film strain).

Both properties carry the factor ρ for missing material. The difference lies in f and g. A thin strut can bend, so that the film strains while its solid hardly stretches, and g becomes small. The field in the solid cannot be removed in this way.

**Q.** Can you prove that last claim?

**A.** Yes, for a pore structure with cubic or isotropic symmetry. Measure polarization P in units of field, by dividing it by the vacuum permittivity. A trial polarization P, confined to the solid, produces a curl-free field E_P of zero mean, and E_P + P has no divergence. A curl-free field of zero mean is orthogonal, on average, to a divergence-free one. So for two polarizations P and q,

⟨E_q·(E_P + P)⟩ = 0, or ⟨E_q·E_P⟩ = −⟨E_q·P⟩ = −⟨q·E_P⟩,

the last form following by exchanging P and q. For applied field E₀ define

J[P] = 2⟨P·E₀⟩ − ⟨P²/χ_s⟩ − ⟨E_P²⟩.

The true polarization P* obeys P* = χ_s(E₀ + E_P*) in the solid. Put P = P* + q. The terms linear in q are

2⟨q·(E₀ + E_P* − P*/χ_s)⟩ = 0,

and the quadratic terms, −⟨q²/χ_s⟩ − ⟨E_q²⟩, are never positive. J is therefore largest at P*. There

J[P*] = 2⟨P*·E₀⟩ − ⟨P*·(E₀ + E_P*)⟩ + ⟨P*·E_P*⟩ = ⟨P*·E₀⟩ = χE₀².

Every trial P thus gives a lower bound on χE₀². Take P uniform in the solid, along E₀. Each Fourier component of E_P is minus the part of P along its wavevector. Cubic symmetry makes the mean squared direction cosine 1/3, and the variance of the solid's indicator function is ρ − ρ² = ρp. So ⟨E_P²⟩ = ρpP²/3 and

J = 2ρPE₀ − ρP²(1/χ_s + p/3).

Setting dJ/dP = 0 gives P = E₀/(1/χ_s + p/3), and inserting this gives

χ ≥ ρχ_s/(1 + pχ_s/3), or f ≥ 1/(1 + pχ_s/3).

For ε_s = 3 this keeps f above 1/(1 + 2/3) = 0.60, however thin the solid becomes. The physical reason is that an empty pore has permittivity one, not zero: the contrast between solid and pore is finite. In elasticity the pore has zero stiffness, and no such floor exists.

**Q.** Is the linear rule then a value or a limit?

**A.** It is an upper bound. Let e be any curl-free field of zero mean added to the true field 𝐄, and let κ(r) be the local permittivity. Then

⟨κ|𝐄 + e|²⟩ = ⟨κ|𝐄|²⟩ + 2⟨κ𝐄·e⟩ + ⟨κe²⟩.

The middle term vanishes because κ𝐄 has no divergence. The true field therefore minimizes the energy, whose minimum is εE₀². The uniform field E₀ is an allowed trial, so

ε ≤ ⟨κ⟩ = 1 + ρχ_s.

At p = 0.30 the example's permittivity must lie between 2.17 and 2.40. For isotropic pores the Hashin–Shtrikman upper bound is tighter, 2.29, so the 2.40 of the linear rule is then a simple estimate that no such film reaches. Neither end is a prediction for a particular film.

**Q.** Now the stiffness. Where does the square come from?

**A.** Take the Kelvin lattice: space filled with truncated octahedra, with material along the edges alone. Each strut has length L, cross-section A and second moment of area I. A cube of side 2√2 L contains 24 struts, so for slender struts, neglecting overlap at the nodes,

ρ = 24AL/(2√2 L)³ = 3A/(2√2 L²).

Apply a stress σ along the cube axis z, with free sides. Sixteen of the struts are inclined at 45° and lie in four layers, four struts to a layer. Each layer has area 8L², so every inclined strut carries the vertical force

F = 8L²σ/4 = 2σL².

It carries no horizontal force. Balance at a node makes the lateral force in a horizontal strut equal to that in an inclined one, and zero mean lateral stress makes their sum vanish.

Each node lies on two perpendicular mirror planes, which the load respects. A mirror permits rotation only about its own normal, so two of them forbid rotation altogether. A strut with unrotated ends has no moment at its middle and acts as two cantilevers of length L/2. Under a transverse force T its ends shift by

2 × T(L/2)³/(3E_sI) = TL³/(12E_sI).

Here T = F/√2, and projecting the shift on the vertical brings another 1/√2, so bending contributes FL³/(24E_sI). The axial force is also F/√2, and after the same projection stretching contributes FL/(2E_sA). Together,

δ = [FL³/(24E_sI)] [1 + 12I/(AL²)].

The strut's height is L/√2, so the strain is √2 δ/L. Inserting F = 2σL² gives

E = σ/(√2 δ/L) = 6√2 (E_sI/L⁴)/[1 + 12I/(AL²)].

For round struts I = A²/(4π), while A/L² = 2√2 ρ/3 gives A²/L⁴ = 8ρ²/9. When the struts are slender the bracket tends to one, and

E/E_s → [6√2/(4π)] (8/9) ρ² = [4√2/(3π)] ρ² ≈ 0.60 ρ².

One power of ρ counts material. The other is g ≈ 0.60 ρ: a thinner strut bends more easily, so less of the film's strain reaches the solid as stretch. A periodic frame calculation, with strut radii of 1.4 % and 2.8 % of L, gives an exponent of 1.999 and the same prefactor.

**Q.** At 30 % porosity my struts are not slender. Does the argument survive?

**A.** The beam formula does not survive as a number. For round struts its correction is 12I/(AL²) = 0.90 ρ, which is no longer small. I therefore solved for elasticity and electrostatics in three dimensions on the same thick Kelvin skeleton, with Poisson ratio 0.25 for the solid:

ρ = 0.31: E/E_s = 0.12, χ/χ_s = 0.25, g = 0.40, f = 0.79

ρ = 0.50: E/E_s = 0.28, χ/χ_s = 0.42, g = 0.55, f = 0.85

ρ = 0.73: E/E_s = 0.52, χ/χ_s = 0.67, g = 0.72, f = 0.92

ρ = 0.85: E/E_s = 0.73, χ/χ_s = 0.82, g = 0.86, f = 0.96.

As solid is removed, g falls much more than f. Written as ρⁿ, the tabulated stiffness has n between about 1.8 and 2.0, and the tabulated susceptibility has n between 1.2 and 1.3. The square with prefactor one is thus a useful rule for this skeleton at moderate porosity, not the slender limit. Nor is the skeleton then a frame of separate struts: the struts close the square windows of the cells at about ρ = 0.50, so at ρ = 0.73 and 0.85 only the hexagonal windows stay open, and these close near ρ = 0.88. At ρ = 0.31 the stiffness is about 1.2 ρ², roughly twice the slender value. I suspect that thick junctions shorten the bending parts of the struts, but I have not isolated that effect. Refining the mesh from 24 to 32 elements per cube edge changed E/ρ² by 0.4 % near ρ = 0.7. The thinnest skeleton is more sensitive: at ρ = 0.31, E/ρ² is 1.27 with 24 elements but between 1.16 and 1.18 with 60 to 68, so its tabulated stiffness and g are somewhat too high.

Nor does an exponent near two prove bending. One spherical pore per cube, at p = 0.049, costs 9.0 % of the stiffness and 6.1 % of the susceptibility, although there are no struts to bend.

**Q.** Must the stiffness always lose more?

**A.** Suppose that E/E_s = ρ². The lower bound on χ guarantees a larger retained susceptibility if

ρ/(1 + pχ_s/3) > ρ².

Divide by ρ and multiply by the positive denominator: 1 > ρ + ρpχ_s/3. Since 1 − ρ = p, this is p > ρpχ_s/3, or

ρχ_s < 3.

For ε_s ≤ 4 this holds at every porosity between zero and one. Permittivity retains at least as large a fraction as susceptibility, because

ε/ε_s − χ/χ_s = (1 + χ)/(1 + χ_s) − χ/χ_s = (χ_s − χ)/[χ_s(1 + χ_s)] ≥ 0.

Beyond ρχ_s = 3 the guarantee lapses. Isolated cubes with ε_s = 10 and ρ = 0.67 retain 0.35 of their susceptibility, less than ρ² = 0.45. This is a warning about the bound, not a stiff film: isolated cubes carry no load at all.

The quadratic law can fail too. Straight columns, loaded and polarized along their length, have f = g = 1. At ρ = 0.39 both E/E_s and χ/χ_s are 0.39. With ε_s = 3 the permittivity is then 1.78, a loss of 41 % against 61 % for the stiffness. Even without bending, the vacuum's own contribution of one cushions ε.

**Q.** What does the next step down in permittivity cost me?

**A.** With the solid held fixed, eliminate ρ = (ε − 1)/(ε_s − 1) from the simple rules:

E ≈ E_s[(ε − 1)/(ε_s − 1)]².

Going from ε = 2.4 to 2.2 lowers ε by 8 % and E from 7.84 to 5.76 GPa, by 27 %. For small steps, d ln E/dp = −2/ρ and d ln ε/dp = −χ_s/(1 + ρχ_s), whose ratio is

2(1 + ρχ_s)/(ρχ_s) = 2 × 2.4/1.4 = 3.4 at p = 0.30.

The factor 2 comes from the stiffness law, and the remaining factor of 1.7 from the vacuum's share of ε.

This curve is pessimistic for the Kelvin skeleton at all four tabulated densities, and more so at the lower ones. The gap does not keep widening down to the slender limit. There a strut has f = 1 along its axis and f = 2/(ε_s + 1) = 1/2 across it, so the cubic average is f = 1/3 + (2/3)(1/2) = 2/3. The curve then gives (4/9)ρ² against the true 0.60ρ², a ratio of 1.35, compared with about 2 at ρ = 0.31. At ρ = 0.726, the first density at or above 0.70 that the mesh allows, the full solution has ε = 2.33 and E = 8.4 GPa. The curve would assign 7.1 GPa to that permittivity. The linear rule overestimates ε, and so overstates the porosity needed.

**Q.** Does the lost stiffness make my film more likely to crack?

**A.** That depends on what is held fixed. Under equal biaxial stress σ the in-plane strain is (1 − ν)σ/E, with ν the film's Poisson ratio. Two directions each store half of stress times strain, so a film of thickness h stores, per area,

U = 2 × ½ σ × (1 − ν)σ/E × h = (1 − ν)σ²h/E.

For h = 500 nm and σ = 50 MPa, the dense film stores 0.059 J/m². The porous skeleton at ρ = 0.726, with ν = 0.23, stores 0.115 J/m², about twice as much. If the mismatch strain is fixed instead, U = Eh(strain)²/(1 − ν), and the porous film stores about half as much. Cracking also depends on the fracture energy and the geometry of the crack, which this model does not supply.

**Q.** How close is this to a real low-permittivity film?

**A.** The inputs are rough typical values for porous organosilicate glass. A real film has an irregular pore network, in which poorly connected solid carries little load, so its stiffness can fall faster than ρ² and faster than in this ordered skeleton. Making the pores can also change the skeleton's chemistry. At fixed geometry and Poisson ratio E is proportional to E_s, so a skeleton 20 % softer makes the film 20 % softer as well. Adsorbed water can raise ε strongly, by an amount that depends on how it is spread. Let it fill 1.4 % of the volume, with an assumed permittivity of 80, the bulk value. In patches covering about a quarter of the pore walls it raises ε by 0.26 on the 24-element mesh. That figure is not converged: the same patches on meshes two and three times finer give 0.205 and 0.188, so they cancel somewhat less than 30 % of the reduction from 3.00 to 2.33. Spread as an even layer it does far more: treating the pores as coated spheres gives a rise of about 0.8, which cancels the whole reduction. In pores of radius 5 nm or less, however, so little water would form a layer under 0.1 nm thick, thinner than one molecule, so this is a continuum extreme and not a state a real film reaches at that water content. Water bound to a wall may respond less than bulk water, so these are rough figures. For a strut 2 nm wide, an assumed surface modulus of 1 N/m adds 25 % to the bending stiffness, so continuum moduli are uncertain at this scale. An assumed softening of 2 × 10⁻⁴ per kelvin costs 1.6 % over 80 K. The electrostatic stress at 1 MV/cm is 0.10 MPa, small beside 50 MPa. The numerical output below lists most of these estimates with the other results.

Computed results

```
Solid: permittivity 3.0, modulus 16.0 GPa
Solid Poisson ratio 0.25; example porosity 0.30
Film: 500 nm, stress 50 MPa
Beam frame: exponent 1.9987, prefactor 0.5999
Columns: rho 0.3906, E/E_s 0.3906, chi/chi_s 0.3906
Spherical pore: p 0.0486, E/E_s 0.9104, chi/chi_s 0.9386
Isolated cubes, eps_s 10: rho^2 0.4488, chi/chi_s 0.3470
Voxel skeleton: rho, E/E_s, chi/chi_s, exponent E, exponent chi
  0.312  0.124  0.248  1.795  1.199
  0.500  0.276  0.424  1.858  1.237
  0.726  0.524  0.666  2.018  1.266
  0.854  0.732  0.819  1.976  1.267
Strain factor g and field factor f at each rho:
  rho 0.312: g 0.397, f 0.793
  rho 0.500: g 0.552, f 0.849
  rho 0.726: g 0.721, f 0.918
  rho 0.854: g 0.857, f 0.959
Simple rules: p, linear eps, lower-bound eps, E in GPa
  0.1  2.80  2.688  12.96
  0.2  2.60  2.412  10.24
  0.3  2.40  2.167  7.84
  0.4  2.20  1.947  5.76
  0.5  2.00  1.750  4.00
Example, rules: eps 2.40 (at least 2.167), E 7.84 GPa
Rule losses: eps 20.0 %, chi 30.0 %, E 51.0 %
Example, voxels: rho 0.7257, eps 2.333, E 8.38 GPa, nu 0.229
Voxel losses: eps 22.2 %, chi 33.4 %, E 47.6 %
Sensitivity ratio, ln E to ln eps: 3.43
Stored energy: dense 0.0586, porous 0.1150 J/m^2
Stored energy ratio at fixed stress: 1.96
Stored energy ratio at fixed strain: 0.51
Mesh 24 to 32: change of E/rho^2 0.4 %
Elastic anisotropy 2C44/(C11-C12): 0.969
Water on walls, 1.39 % of volume: eps rises by 0.258
Surface modulus 1 N/m, strut 2 nm: bending +25 %
Softening 2e-04 per K over 80 K: 1.6 %
Electrostatic stress at 1 MV/cm: 0.103 MPa
```
